**Electromigration force and current in a transverse magnetic field**

For one isotropic band without skew scattering, the angle from the current to the total defect force is $\varphi=\operatorname{atan2}(Z_d\beta,\,Z_d+Z_w)$, positive towards $\mathbf j\times\mathbf B$. Here $Z_d$ and $Z_w$ are the direct and wind valences, and $\beta=B/(ne\rho_0)$ is the ratio of the Hall field to the field along the current. The program solves the linear Boltzmann equation on a grid over the Fermi sphere and obtains the wind from the momentum that the collision operator delivers to the defects. It asserts that the force direction agrees with the formula in ten cases, and that the field force on the neutralizing charge plus all friction equals $\mathbf j\times\mathbf B$. It also asserts that added skew scattering turns the wind off the line of the current. For the copper-like example at 10 T the output gives $\varphi=179.844^\circ$, against a Hall angle of $1.402^\circ$. A two-group estimate with 20 % spreads in lifetime and defect scattering rate changes the sideways force by about 37 % of the Hall-field force, with either sign.

## Verification by program

```python
"""Angle between current and total electromigration force in a magnetic field.

Result under test (electrons of charge -e, one isotropic band, no skew):
    F = e rho0 j [ (Zd+Zw) jhat + Zd beta jhat x Bhat ]
    phi = atan2(Zd beta, Zd+Zw), from j, positive towards j x B
Zd   direct valence of the defect (acts on the full field, Hall field included)
Zw   wind valence = -n rho_d / (n_d rho0), n_d = density of defects
rho_d, rho0  defect part of resistivity and total resistivity
beta = cyclotron frequency times relaxation time = B/(n e rho0)
The kinetic test uses units e = m = n = Fermi velocity = 1, B along z.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad


def formula_angle(Zd, Zw, beta):
    return np.degrees(np.arctan2(Zd * beta, Zd + Zw))


def components(vector, current):
    """Components along the current and along current x B."""
    unit = current / np.linalg.norm(current)
    side = np.array([unit[1], -unit[0]])
    return vector @ unit, vector @ side


def measured_angle(force, current):
    along, sideways = components(force, current)
    return np.degrees(np.arctan2(sideways, along))


def angle_difference(a, b):
    return abs((a - b + 180.0) % 360.0 - 180.0)


# ---------- Boltzmann equation on the Fermi sphere ----------
n_theta, n_phi = 8, 12
cos_theta, w_theta = np.polynomial.legendre.leggauss(n_theta)
azimuth = 2 * np.pi * np.arange(n_phi) / n_phi
ct = np.repeat(cos_theta, n_phi)
ph = np.tile(azimuth, n_theta)
st = np.sqrt(1 - ct**2)
khat = np.column_stack([st * np.cos(ph), st * np.sin(ph), ct])
weight = np.repeat(w_theta / 2, n_phi) / n_phi
harmonics = np.fft.fftfreq(n_phi, 1.0 / n_phi)
harmonics[n_phi // 2] = 0.0
d_phi = np.fft.ifft(1j * harmonics[:, None]
                    * np.fft.fft(np.eye(n_phi), axis=0), axis=0).real
rotation = np.kron(np.eye(n_theta), d_phi)


def defect_kernel(c):
    return 0.05 * (1 + 0.6 * c + 0.3 * c**2)


def background_kernel(c):
    return 1 - 0.4 * c + 0.2 * c**3


def collision_matrix(kernel):
    rates = kernel(khat @ khat.T)
    return rates * weight[None, :] - np.diag(rates @ weight)


def transport_rate(kernel):
    return 0.5 * quad(lambda c: kernel(c) * (1 - c), -1, 1)[0]


def solve_kinetic(field, omega, C_defect, C_background):
    """Return current, defect friction and total friction per volume."""
    C_total = C_defect + C_background
    matrix = C_total - omega * rotation + np.outer(np.ones(len(ct)), weight)
    psi = np.linalg.solve(matrix, khat[:, :2] @ field)
    drift = 3 * (weight * psi) @ khat[:, :2]
    wind = -3 * (weight * (C_defect @ psi)) @ khat[:, :2]
    friction = -3 * (weight * (C_total @ psi)) @ khat[:, :2]
    return -drift, wind, friction


C_d = collision_matrix(defect_kernel)
C_b = collision_matrix(background_kernel)
rate_d = transport_rate(defect_kernel)
rate_total = rate_d + transport_rate(background_kernel)
field = np.array([0.8, -0.35])
worst_angle = worst_balance = 0.0
kinetic_rows = []
for omega in (0.3, 1.5):
    current, wind, friction = solve_kinetic(field, omega, C_d, C_b)
    beta_test = omega / rate_total
    ampere = omega * np.array([current[1], -current[0]])
    worst_balance = max(worst_balance,
                        np.max(np.abs(field + friction - ampere)))
    for Zd, n_defect in ((1, 0.01), (1, 0.1), (2, 0.02), (-1, 0.03), (0, 0.02)):
        Zw = -rate_d / (rate_total * n_defect)
        found = measured_angle(Zd * field + wind / n_defect, current)
        expected = formula_angle(Zd, Zw, beta_test)
        worst_angle = max(worst_angle, angle_difference(found, expected))
        if Zd == 1:
            kinetic_rows.append((beta_test, Zw, found, expected))
    # no wind: force along the full field, at the Hall angle from j
    assert angle_difference(measured_angle(field, current),
                            np.degrees(np.arctan(beta_test))) < 1e-8
assert worst_angle < 1e-8
assert worst_balance < 1e-10

# Skew scattering must turn the wind away from the line of the current.
skew_strength = 0.02
skew = skew_strength * (np.outer(khat[:, 1], khat[:, 0])
                        - np.outer(khat[:, 0], khat[:, 1])) * weight[None, :]
current, wind, _ = solve_kinetic(field, 0.3, C_d + skew, C_b)
along, sideways = components(wind, current)
skew_tangent = abs(sideways / along)
assert abs(skew_tangent - skew_strength / (3 * rate_d)) < 1e-10
assert skew_tangent > 0.05

# ---------- Worked example: rough copper-like interconnect ----------
e, m, kB, hbar = const.e, const.m_e, const.k, const.hbar
T, B = 500.0, 10.0
n = 8.5e28
rho0 = 3.0e-8
j = 1.0e10
Zd = 1.0
solute_rho = 0.3
width = 1.0e-6


def wind_valence(micro_ohm_cm_per_percent):
    """One conduction electron per atom, so n_d/n = 0.01 at one percent."""
    return -(micro_ohm_cm_per_percent * 1e-8) / (0.01 * rho0)


Zw = wind_valence(solute_rho)
Zstar = Zd + Zw
tau = m / (n * e**2 * rho0)
beta = e * B * tau / m
# Field from the Drude velocity response, inverted for the given current.
response = np.linalg.inv(np.array([[m / tau, e * B], [-e * B, m / tau]]))
conductivity = n * e**2 * response
current = np.array([j, 0.0])
E = np.linalg.solve(conductivity, current)
E_along, E_hall = components(E, current)
assert abs(E_along / (rho0 * j) - 1) < 1e-10
assert abs(E_hall / (j * B / (n * e)) - 1) < 1e-10
# Wind force as momentum delivered per defect, at one atomic percent.
tau_defect = m / (n * e**2 * solute_rho * 1e-8)
F = Zd * e * E + n * m * (-current / (n * e)) / (0.01 * n * tau_defect)
F_along, F_side = components(F, current)
phi = measured_angle(F, current)
assert angle_difference(phi, formula_angle(Zd, Zw, beta)) < 1e-8
to_micro_eV_nm = 1e6 * 1e-9 / e


# ---------- Sizes of neglected effects ----------
def two_groups(a, b):
    """Equal groups: lifetimes 1+a, 1-a; defect rates 1+b, 1-b (scaled)."""
    unit_field = np.array([1.0, 0.0])
    total_current, wind_force = np.zeros(2), np.zeros(2)
    for sign in (1, -1):
        inverse_life = 1 / (1 + sign * a)
        v = np.linalg.solve([[inverse_life, beta], [-beta, inverse_life]],
                            -unit_field)
        total_current -= 0.5 * v
        wind_force += 0.5 * abs(Zw) * (1 + sign * b) * v
    side_wind = components(wind_force, total_current)[1]
    side_direct = components(Zd * unit_field, total_current)[1]
    angle = measured_angle(Zd * unit_field + wind_force, total_current)
    return side_wind / side_direct, angle


assert abs(two_groups(0.2, 0.0)[0]) < 1e-10
assert abs(two_groups(0.0, 0.2)[0]) < 1e-10
assert angle_difference(two_groups(0.0, 0.0)[1], phi) < 1e-8
anisotropy = 0.2
ratio_opposite, angle_opposite = two_groups(anisotropy, -anisotropy)
ratio_same, angle_same = two_groups(anisotropy, anisotropy)
k_fermi = (3 * np.pi**2 * n)**(1 / 3)
E_fermi = (hbar * k_fermi)**2 / (2 * m)
cyclotron_radius = hbar * k_fermi / (e * B)
scatterer_range = 0.2e-9
bending = scatterer_range / cyclotron_radius
hall_side = Zd * beta
mu_B = const.physical_constants["Bohr magneton"][0]
polarization = 1.5 * mu_B * B / E_fermi
spin_skew = 0.01
smearing = np.pi**2 / 3 * (kB * T / E_fermi)**2

print("KINETIC TEST, Zd = 1 (angles in degrees)")
for b_test, zw_test, found, expected in kinetic_rows:
    print(f"beta {b_test:.4f}, Zw {zw_test:.4f}: Boltzmann {found:.4f},"
          f" formula {expected:.4f}")
print(f"largest angle error, all cases: {worst_angle:.1e} deg")
print(f"largest error of total force = j x B: {worst_balance:.1e} (scaled)")
print(f"test skew: sideways/along wind = {skew_tangent:.4f}")
print("EXAMPLE INPUTS (rough, copper-like)")
print(f"temperature {T:.0f} K, magnetic field {B:.0f} T")
print(f"electron density {n * 1e-6:.2e} cm^-3")
print(f"resistivity {rho0 * 1e8:.1f} uOhm cm")
print(f"current density {j * 1e-10:.1f} MA/cm2")
print(f"solute resistivity {solute_rho:.2f} uOhm cm per at.%, Zd = {Zd:.0f}")
print("EXAMPLE RESULTS")
print(f"relaxation time {tau * 1e15:.2f} fs")
print(f"mobility {1e4 * e * tau / m:.2f} cm2/Vs")
print(f"beta {beta:.5f}, Hall angle {np.degrees(np.arctan(beta)):.3f} deg")
print(f"field along j {E_along / 100:.3f} V/cm")
print(f"Hall field {E_hall / 100:.4f} V/cm")
print(f"wind valence {Zw:.2f}, total valence {Zstar:.2f}")
print(f"force along j {F_along * to_micro_eV_nm:.4f} ueV/nm")
print(f"force along j x B {F_side * to_micro_eV_nm:.5f} ueV/nm")
print(f"angle phi {phi:.3f} deg = {np.radians(phi):.5f} rad")
print(f"deviation from antiparallel {180 - phi:.3f} deg")
print(f"sideways energy over {width * 1e6:.0f} um / kT:"
      f" {F_side * width / (kB * T):.2e}")
print("ANGLE VERSUS SOLUTE RESISTIVITY (uOhm cm per at.%)")
for value in (0.30, 0.06, 0.031, 0.03, 0.029, 0.02, 0.0):
    zw_row = wind_valence(value)
    print(f"{value:.3f}: Z* = {Zd + zw_row + 0.0:.3f},"
          f" phi = {formula_angle(Zd, zw_row, beta):.3f} deg")
print("NEGLECTED: sideways wind / Hall-field force (estimates)")
print(f"two groups, lifetime spread +-{100 * anisotropy:.0f} %, defect rate")
print(f"  spread opposite: ratio {ratio_opposite:.3f},"
      f" phi {angle_opposite:.3f} deg")
print(f"  spread alike: ratio {ratio_same:.3f}, phi {angle_same:.3f} deg")
print(f"cyclotron radius {cyclotron_radius * 1e9:.0f} nm,"
      f" scatterer range {scatterer_range * 1e9:.1f} nm")
print(f"orbit bending in scatterer: size {abs(Zw) * bending / hall_side:.3f}")
print(f"spin polarization {polarization:.2e}, spin skew {spin_skew:.2f} rad:"
      f" size {abs(Zw) * polarization * spin_skew / hall_side:.1e}")
print(f"wind turning that equals Hall force: {hall_side / abs(Zw):.5f} rad")
print(f"Fermi energy {E_fermi / e:.2f} eV, kT {1e3 * kB * T / e:.1f} meV")
print(f"thermal smearing: size {abs(Zw) * smearing:.1e}")
print(f"Landau spacing / kT {hbar * e * B / (m * kB * T):.4f}")
print("all tests passed")
```

It prints:

```
KINETIC TEST, Zd = 1 (angles in degrees)
beta 0.2635, Zw -3.9531: Boltzmann 174.9004, formula 174.9004
beta 0.2635, Zw -0.3953: Boltzmann 23.5493, formula 23.5493
beta 1.3177, Zw -3.9531: Boltzmann 155.9532, formula 155.9532
beta 1.3177, Zw -0.3953: Boltzmann 65.3501, formula 65.3501
largest angle error, all cases: 8.5e-14 deg
largest error of total force = j x B: 6.1e-16 (scaled)
test skew: sideways/along wind = 0.1481
EXAMPLE INPUTS (rough, copper-like)
temperature 500 K, magnetic field 10 T
electron density 8.50e+22 cm^-3
resistivity 3.0 uOhm cm
current density 1.0 MA/cm2
solute resistivity 0.30 uOhm cm per at.%, Zd = 1
EXAMPLE RESULTS
relaxation time 13.92 fs
mobility 24.48 cm2/Vs
beta 0.02448, Hall angle 1.402 deg
field along j 3.000 V/cm
Hall field 0.0734 V/cm
wind valence -10.00, total valence -9.00
force along j -2.7000 ueV/nm
force along j x B 0.00734 ueV/nm
angle phi 179.844 deg = 3.13887 rad
deviation from antiparallel 0.156 deg
sideways energy over 1 um / kT: 1.70e-04
ANGLE VERSUS SOLUTE RESISTIVITY (uOhm cm per at.%)
0.300: Z* = -9.000, phi = 179.844 deg
0.060: Z* = -1.000, phi = 178.598 deg
0.031: Z* = -0.033, phi = 143.710 deg
0.030: Z* = 0.000, phi = 90.000 deg
0.029: Z* = 0.033, phi = 36.290 deg
0.020: Z* = 0.333, phi = 4.200 deg
0.000: Z* = 1.000, phi = 1.402 deg
NEGLECTED: sideways wind / Hall-field force (estimates)
two groups, lifetime spread +-20 %, defect rate
  spread opposite: ratio -0.369, phi 179.893 deg
  spread alike: ratio 0.369, phi 179.788 deg
cyclotron radius 895 nm, scatterer range 0.2 nm
orbit bending in scatterer: size 0.091
spin polarization 1.23e-04, spin skew 0.01 rad: size 5.0e-04
wind turning that equals Hall force: 0.00245 rad
Fermi energy 7.05 eV, kT 43.1 meV
thermal smearing: size 1.2e-03
Landau spacing / kT 0.0269
all tests passed
```
